# Debugging a numerical check: The Cubic Ligand Field and t2g Orbitals Along a Threefold Axis

```python
# Result under test: the cubic field F = C40 + sqrt(5/14)(C44 + C4,-4), written in
# axes with Z along the cubic [111] direction and X along [-1,-1,2], equals
#     -(2/3) [C40 + sqrt(10/7) (C43 - C4,-3)],
# and the t2g d orbitals become a1g = |0> and
#     eg'+ = sqrt(2/3)|2> - sqrt(1/3)|-1>,  eg'- = sqrt(2/3)|-2> + sqrt(1/3)|1>.
# C_kq: Racah-normalized spherical harmonics with Condon-Shortley phase.
# |m>: d orbital with projection m on Z.  V = 21 Dq F is the cubic potential,
# B C20 an added trigonal potential.  Energies are in eV.
import numpy as np
from math import factorial, sqrt, pi
from scipy.linalg import expm
from scipy.special import lpmv
from scipy import constants as const


def racah(k, q, cos_theta, phi):
    if q < 0:
        return (-1) ** q * np.conj(racah(k, -q, cos_theta, phi))
    norm = sqrt(factorial(k - q) / factorial(k + q))
    return norm * lpmv(q, k, cos_theta) * np.exp(1j * q * phi)


def close(a, b, tol=1e-11):
    return np.allclose(a, b, rtol=0, atol=tol)


def rot_z(a):
    return np.array([[np.cos(a), -np.sin(a), 0], [np.sin(a), np.cos(a), 0], [0, 0, 1]])


def rot_y(b):
    return np.array([[np.cos(b), 0, np.sin(b)], [0, 1, 0], [-np.sin(b), 0, np.cos(b)]])


# Trigonal axes as columns, and their Euler angles
axes = np.column_stack([np.array([-1, -1, 2]) / sqrt(6),
                        np.array([1, -1, 0]) / sqrt(2),
                        np.array([1, 1, 1]) / sqrt(3)])
alpha, beta, gamma = pi / 4, np.arccos(1 / sqrt(3)), pi
assert close(axes, rot_z(alpha) @ rot_y(beta) @ rot_z(gamma))

# Rank-4 rotation matrices from exponentials of angular momentum matrices
m4 = np.arange(4, -5, -1)
raising = np.diag([sqrt(20 - m * (m + 1)) for m in m4[1:]], 1)
j_y = (raising - raising.T) / 2j
j_z = np.diag(m4)
small_d = expm(-1j * beta * j_y)


def d4(row, col):
    return small_d[4 - row, 4 - col].real


assert close(small_d.imag, 0)
assert close(d4(0, 0), -7 / 18)
assert close([d4(4, 0), d4(-4, 0)], sqrt(70) / 36)
assert close(d4(0, 3), sqrt(70) / 18)
assert close(d4(4, 3) + d4(-4, 3), -5 / 9)

cubic_coef = np.zeros(9)
cubic_coef[[0, 4, 8]] = sqrt(5 / 14), 1, sqrt(5 / 14)


def rotated_coefficients(last_angle):
    big_d = expm(-1j * alpha * j_z) @ small_d @ expm(-1j * last_angle * j_z)
    return cubic_coef @ big_d.conj()


trig_coef = rotated_coefficients(gamma)
formula_coef = np.zeros(9)
formula_coef[[1, 4, 7]] = -2 / 3 * np.array([sqrt(10 / 7), 1, -sqrt(10 / 7)])
assert close(trig_coef, formula_coef)
# Turning X and Y by 180 degrees about Z flips only the q = +-3 terms
flipped = formula_coef.copy()
flipped[[1, 7]] *= -1
assert close(rotated_coefficients(0), flipped)
norm_cubic = np.sum(cubic_coef ** 2)
norm_trig = np.sum(abs(trig_coef) ** 2)
assert close([norm_cubic, norm_trig], 12 / 7)

# Independent road: quadrature on the sphere with the Cartesian quartic field
nodes, node_weights = np.polynomial.legendre.leggauss(12)
angles = 2 * pi * np.arange(24) / 24
ct, ph = [a.ravel() for a in np.meshgrid(nodes, angles, indexing="ij")]
weight = np.repeat(node_weights / 2, 24) / 24
st = np.sqrt(1 - ct ** 2)
x, y, z = axes @ np.array([st * np.cos(ph), st * np.sin(ph), ct])
field = 2.5 * (x ** 4 + y ** 4 + z ** 4 - 0.6)
field_from_cubic = sum(c * racah(4, q, z, np.arctan2(y, x))
                       for c, q in zip(cubic_coef, m4))
assert close(field, field_from_cubic)
projected = np.array([9 * np.sum(weight * np.conj(racah(4, q, ct, ph)) * field)
                      for q in m4])
assert close(projected, formula_coef)


def trig_expansion(cos_theta, phi):
    return -2 / 3 * (racah(4, 0, cos_theta, phi) + sqrt(10 / 7) *
                     (racah(4, 3, cos_theta, phi) - racah(4, -3, cos_theta, phi)))


assert close(field, trig_expansion(ct, ph))
on_ligand_axis = trig_expansion(1 / sqrt(3), 0.0).real
on_threefold_axis = trig_expansion(1.0, 0.0).real
assert close(on_ligand_axis, 1) and close(on_threefold_axis, -2 / 3)

# d-shell matrices in the trigonal basis m = 2, 1, 0, -1, -2
m2 = np.arange(2, -3, -1)
d_basis = np.array([sqrt(5) * racah(2, m, ct, ph) for m in m2])


def operator_matrix(values):
    return (d_basis.conj() * weight * values) @ d_basis.T


c40_matrix = operator_matrix(racah(4, 0, ct, ph))
c43_matrix = operator_matrix(racah(4, 3, ct, ph))
assert close(np.diag(c40_matrix), np.array([1, -4, 6, -4, 1]) / 21)
assert close(c43_matrix[0, 3], -sqrt(35) / 21)
assert close(c43_matrix[1, 4], sqrt(35) / 21)

ten_dq, trig_b = 2.0, 0.35
dq = ten_dq / 10
v_cubic = operator_matrix(21 * dq * field)
v_formula = np.diag(np.array([-2 / 3, 8 / 3, -4, 8 / 3, -2 / 3]) * dq)
v_formula[0, 3] = v_formula[3, 0] = 10 * sqrt(2) / 3 * dq
v_formula[1, 4] = v_formula[4, 1] = -10 * sqrt(2) / 3 * dq
assert close(v_cubic, v_formula)
cubic_levels = np.linalg.eigvalsh(v_cubic)
assert close(cubic_levels, np.array([-4, -4, -4, 6, 6]) * dq)

# Trigonal-basis vectors against cubic orbitals
a, b = sqrt(2 / 3), sqrt(1 / 3)
a1g = np.array([0, 0, 1, 0, 0])
e_plus = np.array([a, 0, 0, -b, 0])
e_minus = np.array([0, b, 0, 0, a])
upper_plus = np.array([b, 0, 0, a, 0])
upper_minus = np.array([0, -a, 0, 0, b])
for vector in (a1g, e_plus, e_minus):
    assert close(v_cubic @ vector, -4 * dq * vector)
for vector in (upper_plus, upper_minus):
    assert close(v_cubic @ vector, 6 * dq * vector)

omega = np.exp(2j * pi / 3)


def t2g_combination(coefs, px, py, pz):
    # coefficients multiply the normalized xy, zx and yz orbitals
    return sqrt(15) * (coefs[0] * px * py + coefs[1] * pz * px + coefs[2] * py * pz)


coef_a = np.array([1, 1, 1]) / sqrt(3)
coef_plus = np.array([1, omega, omega ** 2]) / sqrt(3)
coef_minus = coef_plus.conj()
lz_values = []
for vector, coefs, character in ((a1g, coef_a, 1), (e_plus, coef_plus, omega),
                                 (e_minus, coef_minus, omega.conjugate())):
    orbital = t2g_combination(coefs, x, y, z)
    assert close(vector @ d_basis, orbital)
    # threefold rotation x->y->z->x acts on a function through the inverse point map
    assert close(t2g_combination(coefs, y, z, x), character * orbital)
    amplitudes = (d_basis.conj() * weight) @ orbital
    lz_values.append(np.sum(m2 * abs(amplitudes) ** 2))
assert close(lz_values, [0, 1, -1])
u = sqrt(15) * (2 * x * y - y * z - z * x) / sqrt(6)
v = sqrt(15) * (z * x - y * z) / sqrt(2)
assert close(e_plus @ d_basis, (u + 1j * v) / sqrt(2))
assert close(e_minus @ d_basis, (u - 1j * v) / sqrt(2))

# Trigonal term: full diagonalization against the reduced two-level formulas
v_trig = operator_matrix(trig_b * racah(2, 0, ct, ph))
levels, states = np.linalg.eigh(v_cubic + v_trig)
h_low, h_high, coupling = -4 * dq - trig_b / 7, 6 * dq, -sqrt(2) * trig_b / 7
assert close(e_plus @ v_trig @ upper_plus, coupling)
assert close(abs(e_minus @ v_trig @ upper_minus), abs(coupling))
half_gap = (h_high - h_low) / 2
root = sqrt(half_gap ** 2 + coupling ** 2)
mean = (h_high + h_low) / 2
e_a1g = -4 * dq + 2 * trig_b / 7
assert close(levels, [mean - root, mean - root, e_a1g, mean + root, mean + root])
assert close(abs(states[2, 2]), 1)
upper_orbitals = np.array([sqrt(15) * (x ** 2 - y ** 2) / 2,
                           sqrt(5) * (3 * z ** 2 - 1) / 2])
overlaps = (upper_orbitals * weight) @ (d_basis.T @ states[:, :2])
mixed_weight = np.sum(abs(overlaps) ** 2) / 2
assert close(mixed_weight, (1 - half_gap / root) / 2)
first_order = (a1g @ v_trig @ a1g - e_plus @ v_trig @ e_plus).real
assert close(first_order, 3 * trig_b / 7)
splitting = levels[2] - levels[0]
# the remainder beyond first order is second order in the coupling
assert abs(splitting - first_order - coupling ** 2 / ten_dq) < 0.05 * coupling ** 2 / ten_dq
to_wavenumber = const.e / (const.h * const.c * 100)


def show(label, value, unit="(no unit)", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Euler angle alpha", np.degrees(alpha), "deg", 4)
show("Euler angle beta", np.degrees(beta), "deg", 4)
show("Euler angle gamma", np.degrees(gamma), "deg", 4)
show("d4(0,0)", d4(0, 0))
show("d4(4,0)", d4(4, 0))
show("d4(0,3)", d4(0, 3))
show("d4(4,3) + d4(-4,3)", d4(4, 3) + d4(-4, 3))
show("coefficient of C40, trigonal axes", trig_coef[4].real)
show("coefficient of C43, trigonal axes", trig_coef[1].real)
show("coefficient of C4,-3, trigonal axes", trig_coef[7].real)
show("ratio C43/C40", (trig_coef[1] / trig_coef[4]).real)
show("squared norm, cubic axes", norm_cubic)
show("squared norm, trigonal axes", norm_trig)
show("field F on a cubic axis", on_ligand_axis)
show("field F on the threefold axis", on_threefold_axis)
show("input 10Dq", ten_dq, "eV", 3)
show("input B", trig_b, "eV", 3)
show("<0|V|0>", v_cubic[2, 2].real, "eV")
show("<1|V|1>", v_cubic[1, 1].real, "eV")
show("<2|V|2>", v_cubic[0, 0].real, "eV")
show("<2|V|-1>", v_cubic[0, 3].real, "eV")
show("<1|V|-2>", v_cubic[1, 4].real, "eV")
show("cubic t2g level", cubic_levels[0], "eV")
show("cubic eg level", cubic_levels[4], "eV")
show("weight of |2> in eg'+", abs(e_plus[0]) ** 2)
show("weight of |-1> in eg'+", abs(e_plus[3]) ** 2)
show("<L_Z> in eg'+", lz_values[1], "hbar", 4)
show("<L_Z> in eg'-", lz_values[2], "hbar", 4)
show("coupling <eg'+|B C20|eg+>", (e_plus @ v_trig @ upper_plus).real, "eV")
show("lower doublet level with B", levels[0], "eV")
show("a1g level with B", levels[2], "eV")
show("upper doublet level with B", levels[4], "eV")
show("first-order splitting a1g - eg'", first_order, "eV")
show("exact splitting a1g - eg'", splitting, "eV")
show("exact splitting a1g - eg'", splitting * to_wavenumber, "cm^-1", 1)
show("cubic eg weight in lower doublet", mixed_weight)
print("all good")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 89, in <module>
    field_from_cubic = sum(c * racah(4, q, z, np.arctan2(y, x))
                       ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 89, in <genexpr>
    field_from_cubic = sum(c * racah(4, q, z, np.arctan2(y, x))
                               ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 18, in racah
    return (-1) ** q * np.conj(racah(k, -q, cos_theta, phi))
           ~~~^~~~~~
ValueError: Integers to negative integer powers are not allowed.
```

Diagnosis: The fault was in the program, not in the physics. The sign factor for negative-order harmonics was written as (-1) ** q, and numpy refuses a negative integer power when q comes from an integer array. It is now (-1) ** abs(q), which has the same value for every integer q. No tested quantity, formula or tolerance has changed.

Diff:

```diff
@@ -16,5 +16,5 @@
 def racah(k, q, cos_theta, phi):
     if q < 0:
-        return (-1) ** q * np.conj(racah(k, -q, cos_theta, phi))
+        return (-1) ** abs(q) * np.conj(racah(k, -q, cos_theta, phi))
     norm = sqrt(factorial(k - q) / factorial(k + q))
     return norm * lpmv(q, k, cos_theta) * np.exp(1j * q * phi)
```

The mended program passes:

```
Euler angle alpha: 45.0000 deg
Euler angle beta: 54.7356 deg
Euler angle gamma: 180.0000 deg
d4(0,0): -0.388889 (no unit)
d4(4,0): 0.232406 (no unit)
d4(0,3): 0.464811 (no unit)
d4(4,3) + d4(-4,3): -0.555556 (no unit)
coefficient of C40, trigonal axes: -0.666667 (no unit)
coefficient of C43, trigonal axes: -0.796819 (no unit)
coefficient of C4,-3, trigonal axes: 0.796819 (no unit)
ratio C43/C40: 1.195229 (no unit)
squared norm, cubic axes: 1.714286 (no unit)
squared norm, trigonal axes: 1.714286 (no unit)
field F on a cubic axis: 1.000000 (no unit)
field F on the threefold axis: -0.666667 (no unit)
input 10Dq: 2.000 eV
input B: 0.350 eV
<0|V|0>: -0.800000 eV
<1|V|1>: 0.533333 eV
<2|V|2>: -0.133333 eV
<2|V|-1>: 0.942809 eV
<1|V|-2>: -0.942809 eV
cubic t2g level: -0.800000 eV
cubic eg level: 1.200000 eV
weight of |2> in eg'+: 0.666667 (no unit)
weight of |-1> in eg'+: 0.333333 (no unit)
<L_Z> in eg'+: 1.0000 hbar
<L_Z> in eg'-: -1.0000 hbar
coupling <eg'+|B C20|eg+>: -0.070711 eV
lower doublet level with B: -0.852436 eV
a1g level with B: -0.700000 eV
upper doublet level with B: 1.202436 eV
first-order splitting a1g - eg': 0.150000 eV
exact splitting a1g - eg': 0.152436 eV
exact splitting a1g - eg': 1229.5 cm^-1
cubic eg weight in lower doublet: 0.001186 (no unit)
all good
```
